# First flexural frequency of a silicon microcantilever: verification in Python

```python
"""First flexural frequency of a thin silicon cantilever.

Result under test:
    f1 = beta1^2 / (2 pi sqrt(12)) * (t / L^2) * sqrt(E / rho),
    beta1 = smallest positive root of cos(beta) cosh(beta) = -1.
L length, t thickness, E Young's modulus along the beam, rho density.
The beam is clamped at one end and free at the other, in vacuum.
The program also sizes effects that this formula leaves out: shear and
rotary inertia, crystal direction, width, air, clamp, thickness, heat.
Inputs marked rough are typical values used only for those estimates.
"""
import numpy as np
from numpy.polynomial import Polynomial, Legendre
from numpy.polynomial.legendre import leggauss
from scipy.integrate import quad
from scipy.linalg import expm, eigh
from scipy.optimize import brentq
from scipy.special import kv

length, thickness, width = 100e-6, 1e-6, 10e-6      # m
modulus, density = 169e9, 2329.0                    # Pa, kg/m3
c11, c12, c44 = 166e9, 64e9, 80e9                   # Pa, rough
air_density, air_viscosity = 1.2, 1.8e-5            # kg/m3, Pa s, rough
shear_factor = 5 / 6                                # rectangular section


def characteristic(b):
    return np.cos(b) * np.cosh(b) + 1


beta1 = brentq(characteristic, 1.5, 2.5, xtol=1e-14)
beta2 = brentq(characteristic, 4.0, 5.5, xtol=1e-14)


def beam_frequency(L, t, E, rho, beta=beta1):
    return beta**2 / (2 * np.pi * np.sqrt(12)) * t / L**2 * np.sqrt(E / rho)


f1 = beam_frequency(length, thickness, modulus, density)
f2 = beam_frequency(length, thickness, modulus, density, beta2)
assert abs(f1 - 138e3) < 0.5e3


# Transfer matrix of (deflection, rotation, moment, shear force), scaled.
# s = t^2/(12 L^2); e = E/(kappa G); lam = rho A omega^2 L^4/(E I).
def end_determinant(lam, s, e):
    system = np.array([[0, 1, 0, e * s],
                       [0, 0, 1, 0],
                       [0, -lam * s, 0, -1],
                       [-lam, 0, 0, 0]], dtype=float)
    return np.linalg.det(expm(system)[2:, 2:])


def transfer_root(s, e, low=8.0, high=16.0):
    return brentq(end_determinant, low, high, args=(s, e), xtol=1e-12)


lam_thin = transfer_root(0.0, 0.0)
assert abs(lam_thin / beta1**4 - 1) < 1e-9
assert abs(transfer_root(0.0, 0.0, 400, 550) / beta2**4 - 1) < 1e-8

# Rayleigh quotient with the deflection under a uniform load.
trial = Polynomial([0, 0, 6, -4, 1])
bend_integral = (trial.deriv(2)**2).integ()(1.0)
mass_integral = (trial**2).integ()(1.0)
rayleigh = bend_integral / mass_integral
assert abs(rayleigh - 162 / 13) < 1e-10
assert beta1**4 < rayleigh < 1.02 * beta1**4
f_rayleigh = f1 * np.sqrt(rayleigh) / beta1**2

# Mode shape and the first-order shear and rotary correction.
sigma = (np.cosh(beta1) + np.cos(beta1)) / (np.sinh(beta1) + np.sin(beta1))


def shape(x, order):
    b = beta1 * x
    ch, sh, c, s = np.cosh(b), np.sinh(b), np.cos(b), np.sin(b)
    forms = [ch - c - sigma * (sh - s), sh + s - sigma * (ch - c),
             ch + c - sigma * (sh + s), sh - s - sigma * (ch + c)]
    return beta1**order * forms[order]


norms = [quad(lambda x: shape(x, n)**2, 0, 1)[0] for n in range(4)]
assert abs(norms[2] / norms[0] / beta1**4 - 1) < 1e-8
J1, J3 = norms[1] / norms[0], norms[3] / norms[2]
slender = thickness**2 / (12 * length**2)
e_ratio = modulus / (shear_factor * c44)
shift_shear = -0.5 * slender * (J1 + e_ratio * J3)
shift_full = np.sqrt(transfer_root(slender, e_ratio) / lam_thin) - 1
assert abs(shift_shear / shift_full - 1) < 0.01

# Cubic elasticity: strain tensor produced by a given stress tensor.
stiffness = np.diag([c11 - c12] * 3 + [c44] * 3)
stiffness[:3, :3] += c12


def strain(stress):
    v = [stress[0, 0], stress[1, 1], stress[2, 2],
         stress[1, 2], stress[0, 2], stress[0, 1]]
    g = np.linalg.solve(stiffness, v)
    return np.array([[g[0], g[5] / 2, g[4] / 2],
                     [g[5] / 2, g[1], g[3] / 2],
                     [g[4] / 2, g[3] / 2, g[2]]])


along = np.array([1, 1, 0]) / np.sqrt(2)
across = np.array([1, -1, 0]) / np.sqrt(2)
up, cube = np.array([0., 0., 1.]), np.array([1., 0., 0.])
pull = strain(np.outer(along, along))
E110 = 1 / (along @ pull @ along)
E100 = 1 / (cube @ strain(np.outer(cube, cube)) @ cube)
poisson = -E110 * (across @ pull @ across)
assert abs(E110 / modulus - 1) < 0.01
# Wide limit: find the side stress that cancels the side strain.
side = strain(np.outer(across, across))
side_stress = -(across @ pull @ across) / (across @ side @ across)
wide_modulus = 1 / (along @ (pull + side_stress * side) @ along)
assert abs(wide_modulus * (1 - poisson**2) / E110 - 1) < 1e-10
shift_wide = np.sqrt(wide_modulus / E110) - 1
shift_direction = np.sqrt(E100 / E110) - 1


# Two-dimensional elasticity in the length-thickness plane, zero stress
# across the width, polynomial displacements, no beam assumption.
# At the clamp the section stays flat but may contract in thickness.
def plane_frequency(L, t):
    lift = strain(np.outer(up, up))
    compliance = np.array([[along @ pull @ along, along @ lift @ along],
                           [up @ pull @ up, up @ lift @ up]])
    D = np.zeros((3, 3))
    D[:2, :2] = np.linalg.inv(compliance)
    D[2, 2] = c44
    xg, wx = leggauss(16)
    yg, wy = leggauss(6)
    X, Y = [a.ravel() for a in np.meshgrid((xg + 1) / 2, yg, indexing="ij")]
    weight = np.outer(wx / 2, wy / 2).ravel()
    zero = np.zeros_like(X)
    strains, moves = [], []
    for i in range(10):
        P = Legendre.basis(i, domain=[0, 1])
        p, dp = P(X), P.deriv()(X) + zero
        for axial, power in ((True, 1), (True, 3), (False, 0), (False, 2)):
            if axial or power == 0:
                g, dg = X * p, p + X * dp
            else:
                g, dg = p, dp
            value = g * Y**power
            d_x = dg * Y**power / L
            d_y = g * power * Y**max(power - 1, 0) * 2 / t
            strains.append([d_x, zero, d_y] if axial else [zero, d_y, d_x])
            moves.append([value, zero] if axial else [zero, value])
    B, N = np.array(strains), np.array(moves)
    DB = np.einsum("kl,jlq->jkq", D, B)
    K = np.einsum("ikq,jkq,q->ij", B, DB, weight)
    M = density * np.einsum("ikq,jkq,q->ij", N, N, weight)
    lowest = eigh((K + K.T) / 2, (M + M.T) / 2, eigvals_only=True)[0]
    return np.sqrt(lowest) / (2 * np.pi)


ratio_thin = (plane_frequency(length, thickness)
              / beam_frequency(length, thickness, E110, density))
assert abs(ratio_thin - 1) < 1e-3
# A ten times thicker beam makes the shear and rotary effect visible.
thick = 10 * thickness
ratio_thick = (plane_frequency(length, thick)
               / beam_frequency(length, thick, E110, density))
timo_thick = np.sqrt(transfer_root(thick**2 / (12 * length**2),
                     E110 / (shear_factor * c44)) / lam_thin)
assert timo_thick < 0.996
assert abs(ratio_thick - timo_thick) < 1e-3

# Air: cylinder of diameter equal to the width, linear viscous flow.
radius = width / 2
omega = 2 * np.pi * f1
z = np.sqrt(-1j * omega * air_density * radius**2 / air_viscosity)
gamma = 1 + 4 * kv(1, z) / (z * kv(0, z))
# Stream function f(r) sin(theta), unit radius and unit body speed.
A = 1 + 2 * kv(1, z) / (z * kv(0, z))
Bk = -2 / (z * kv(0, z))


def flow(r):
    q = z * r
    k1 = kv(1, q)
    dk = -kv(0, q) - k1 / q
    ddk = k1 * (1 + 1 / q**2) - dk / q
    return (A / r + Bk * k1, -A / r**2 + Bk * z * dk,
            2 * A / r**3 + Bk * z**2 * ddk)


def kinetic(r):
    f, df, _ = flow(r)
    return r * (abs(f / r)**2 + abs(df)**2)


def dissipation(r):
    f, df, ddf = flow(r)
    return r * (4 * abs(df / r - f / r**2)**2
                + abs(ddf - df / r + f / r**2)**2)


assert abs(flow(1.0)[0] - 1) < 1e-10 and abs(flow(1.0)[1] - 1) < 1e-10
far = 40.0   # beyond this radius only the A/r part of the flow is left
energy = quad(kinetic, 1, far, limit=200)[0] + abs(A)**2 / far**2
loss = quad(dissipation, 1, far, limit=200)[0] + 8 * abs(A)**2 / far**4
assert abs(energy / gamma.real - 1) < 1e-6
assert abs(loss / abs(z)**2 / gamma.imag - 1) < 1e-6
beam_mass = density * width * thickness
air_mass = np.pi * air_density * radius**2
shift_air = (1 + air_mass * gamma.real / beam_mass)**-0.5 - 1
Q_air = (beam_mass + air_mass * gamma.real) / (air_mass * gamma.imag)

# Direct substitution for fabrication errors and warming.
undercut, thickness_error, warming = 1e-6, 0.05, 50.0
modulus_slope, expansion = -60e-6, 2.6e-6           # 1/K, rough
shift_undercut = beam_frequency(length + undercut, thickness,
                                modulus, density) / f1 - 1
shift_thick = beam_frequency(length, thickness * (1 + thickness_error),
                             modulus, density) / f1 - 1
grow = 1 + expansion * warming
shift_warm = beam_frequency(length * grow, thickness * grow,
                            modulus * (1 + modulus_slope * warming),
                            density / grow**3) / f1 - 1

print(f"length {length*1e6:.0f} um, thickness {thickness*1e6:.0f} um")
print(f"width (for air only) {width*1e6:.0f} um")
print(f"modulus {modulus/1e9:.0f} GPa, density {density:.0f} kg/m3")
print(f"beta1 {beta1:.6f}, beta1^2 {beta1**2:.5f}")
print(f"beta1^4 {beta1**4:.4f}; transfer matrix {lam_thin:.4f}")
print(f"prefactor {beta1**2/(2*np.pi*np.sqrt(12)):.5f}")
print(f"sqrt(E/rho) {np.sqrt(modulus/density):.1f} m/s")
print(f"t/L^2 {thickness/length**2:.1f} 1/m")
print(f"first frequency f1 {f1/1e3:.2f} kHz")
print(f"period {1e6/f1:.3f} us")
print(f"beta2 {beta2:.5f}, second frequency {f2/1e3:.1f} kHz")
print(f"frequency ratio f2/f1 {f2/f1:.3f}")
print(f"Rayleigh integrals {bend_integral:.4f}, {mass_integral:.4f}")
print(f"Rayleigh beta^4 {rayleigh:.4f}, f {f_rayleigh/1e3:.2f} kHz")
print(f"Rayleigh excess {100*(f_rayleigh/f1-1):.2f} %")
print(f"mode shape constant sigma {sigma:.5f}")
print(f"J1 {J1:.4f}, J3 {J3:.4f}, E/(kappa G) {e_ratio:.3f}")
print(f"shear+rotary shift, first order {100*shift_shear:.5f} %")
print(f"shear+rotary shift, full beam {100*shift_full:.5f} %")
print(f"2D elasticity / thin beam, t/L=0.01: {ratio_thin:.4f}")
print(f"2D elasticity / thin beam, t/L=0.1: {ratio_thick:.4f}")
print(f"shear beam / thin beam, t/L=0.1: {timo_thick:.4f}")
print(f"rough C11, C12, C44: {c11/1e9:.0f}, {c12/1e9:.0f}, "
      f"{c44/1e9:.0f} GPa")
print(f"E along <110> {E110/1e9:.1f} GPa, <100> {E100/1e9:.1f} GPa")
print(f"Poisson ratio across width {poisson:.4f}")
print(f"shift if cut along <100> {100*shift_direction:.1f} %")
print(f"shift in wide limit {100*shift_wide:+.2f} %")
print(f"rough air density {air_density:.1f} kg/m3, "
      f"viscosity {air_viscosity:.1e} Pa s")
print(f"|z|^2 {abs(z)**2:.3f}")
print(f"Gamma real {gamma.real:.3f}, imaginary {gamma.imag:.3f}")
print(f"from flow energy {energy:.3f}, loss {loss/abs(z)**2:.3f}")
print(f"beam mass per length {beam_mass:.3e} kg/m")
print(f"air mass pi rho a^2 {air_mass:.3e} kg/m")
print(f"shift in air {100*shift_air:.2f} %, Q from air {Q_air:.0f}")
print(f"thickness error {100*thickness_error:+.0f} %: "
      f"shift {100*shift_thick:+.1f} %")
print(f"undercut {undercut*1e6:.0f} um: shift {100*shift_undercut:.2f} %")
print(f"rough modulus slope {modulus_slope*1e6:.0f} ppm/K, "
      f"expansion {expansion*1e6:.1f} ppm/K")
print(f"warming {warming:.0f} K: shift {100*shift_warm:.2f} %")
print("checks complete")
```

Output:

```
length 100 um, thickness 1 um
width (for air only) 10 um
modulus 169 GPa, density 2329 kg/m3
beta1 1.875104, beta1^2 3.51602
beta1^4 12.3624; transfer matrix 12.3624
prefactor 0.16154
sqrt(E/rho) 8518.4 m/s
t/L^2 100.0 1/m
first frequency f1 137.61 kHz
period 7.267 us
beta2 4.69409, second frequency 862.4 kHz
frequency ratio f2/f1 6.267
Rayleigh integrals 28.8000, 2.3111
Rayleigh beta^4 12.4615, f 138.16 kHz
Rayleigh excess 0.40 %
mode shape constant sigma 0.73410
J1 4.6478, J3 4.6478, E/(kappa G) 2.535
shear+rotary shift, first order -0.00685 %
shear+rotary shift, full beam -0.00684 %
2D elasticity / thin beam, t/L=0.01: 0.9999
2D elasticity / thin beam, t/L=0.1: 0.9927
shear beam / thin beam, t/L=0.1: 0.9932
rough C11, C12, C44: 166, 64, 80 GPa
E along <110> 169.7 GPa, <100> 130.4 GPa
Poisson ratio across width 0.0606
shift if cut along <100> -12.3 %
shift in wide limit +0.18 %
rough air density 1.2 kg/m3, viscosity 1.8e-05 Pa s
|z|^2 1.441
Gamma real 3.446, imaginary 3.585
from flow energy 3.446, loss 3.585
beam mass per length 2.329e-08 kg/m
air mass pi rho a^2 9.425e-11 kg/m
shift in air -0.69 %, Q from air 70
thickness error +5 %: shift +5.0 %
undercut 1 um: shift -1.97 %
rough modulus slope -60 ppm/K, expansion 2.6 ppm/K
warming 50 K: shift -0.14 %
checks complete
```
